**Cone angle of PH3 from bond lengths, bond angle and hydrogen radius**

The program tests $\Theta = 2[\arctan(\rho/z)+\arcsin(r/d)]$, where $\rho$ is the distance of a hydrogen nucleus from the threefold axis, $z$ its height above the metal atom M, $d$ its distance from M and $r$ the hydrogen radius. It builds the molecule from the scalar products of its P-H bond vectors and asserts that the derived positions agree. It asserts that a scan over the surfaces of the hydrogen spheres gives the same cone angle, and that a numerical search over cone axes returns to the threefold axis. Sweeps with the scanned cone assert that the angle falls with the M-P distance and rises with the H-P-H angle and the hydrogen radius. The share of the cone covered by hydrogen is asserted against a count of rays cast from M. The output shows a cone angle of 85.67°, of which 73.0 % of the solid angle is covered. It also shows changes of up to 4.6° for the chosen shifts of the data, and a cone of about 104° for a phosphorus sphere of rough radius 1.8 Å.

## Check in Python

```python
"""
Cone angle of PH3 bound to a metal atom M.
Result under test:
    Theta = 2*(arctan(rho/z) + arcsin(r/d))
    rho = b*sin(alpha), z = L + b*cos(alpha), d = sqrt(rho^2 + z^2)
    sin(alpha) = (2/sqrt(3))*sin(gamma/2)
L: M-P distance, b: P-H distance, gamma: H-P-H angle, r: hydrogen radius,
alpha: angle between a P-H bond and the threefold axis pointing away from M.
Lengths in angstrom; angles in radians inside, printed in degrees.
The independent side builds the molecule from scalar products of its bond
vectors and finds the enclosing cone by scanning sphere surfaces.
"""
import numpy as np
from scipy.optimize import minimize

L, b, gamma, r = 2.28, 1.42, np.radians(93.3), 1.2
deg = np.degrees


def cone_parts(L, b, gamma, r):
    """Derived formula: all intermediate values and the full cone angle."""
    alpha = np.arcsin(2 / np.sqrt(3) * np.sin(gamma / 2))
    rho, z = b * np.sin(alpha), L + b * np.cos(alpha)
    d = np.hypot(rho, z)
    theta_h, beta = np.arctan2(rho, z), np.arcsin(r / d)
    return alpha, rho, z, d, theta_h, beta, 2 * (theta_h + beta)


def build_molecule(L, b, gamma):
    """Hydrogen positions relative to M, and the symmetry axis."""
    c = np.cos(gamma)
    gram = b**2 * ((1 - c) * np.eye(3) + c * np.ones((3, 3)))
    bonds = np.linalg.cholesky(gram)      # rows are the P-H vectors
    axis = bonds.sum(axis=0)
    axis /= np.linalg.norm(axis)
    return L * axis + bonds, axis


def unit_sphere(n):
    t = np.linspace(0, np.pi, n)[:, None]
    p = np.linspace(0, 2 * np.pi, 2 * n)[None, :]
    return np.stack([np.sin(t) * np.cos(p), np.sin(t) * np.sin(p),
                     np.cos(t) * np.ones_like(p)], axis=-1).reshape(-1, 3)


def scanned_half_angle(centers, radius, axis, surface):
    """Largest angle from the axis, seen from M, over sphere surfaces."""
    widest = 0.0
    for center in centers:
        points = center + radius * surface
        cosine = points @ axis / np.linalg.norm(points, axis=1)
        widest = max(widest, np.arccos(cosine.min()))
    return widest


alpha, rho, z, d, theta_h, beta, cone = cone_parts(L, b, gamma, r)
hydrogens, axis = build_molecule(L, b, gamma)
fine, coarse = unit_sphere(700), unit_sphere(150)

# Geometry of the constructed molecule against the derived positions
assert d > r
for h in hydrogens:
    assert abs(h @ axis - z) < 1e-10
    assert abs(np.linalg.norm(h - (h @ axis) * axis) - rho) < 1e-10
    assert abs(np.linalg.norm(h) - d) < 1e-10

# Cone angle from the definition; grid spacing limits the scan to ~1e-3 deg
cone_scan = 2 * scanned_half_angle(hydrogens, r, axis, fine)
assert abs(deg(cone_scan - cone)) < 2e-3
assert abs(deg(cone) - 86) < 0.5

# No other cone axis does better: search from a tilted start
side1 = np.cross(axis, [1.0, 0.0, 0.0])
side1 /= np.linalg.norm(side1)
side2 = np.cross(axis, side1)


def half_angle_tilted(tilt):
    u = axis + tilt[0] * side1 + tilt[1] * side2
    return scanned_half_angle(hydrogens, r, u / np.linalg.norm(u), coarse)


search = minimize(half_angle_tilted, [0.2, -0.13], method="Nelder-Mead",
                  options={"xatol": 1e-5, "fatol": 1e-7, "maxiter": 150})
# the coarse surface grid limits this comparison to a few hundredths of a degree
assert abs(deg(2 * search.fun - cone)) < 0.05
assert np.hypot(*search.x) < 5e-3
directions = hydrogens / np.linalg.norm(hydrogens, axis=1)[:, None]
largest = np.arccos(np.clip(coarse @ directions.T, -1, 1)).max(axis=1)
assert largest.min() >= theta_h - 1e-10

# Trends, taken from the scanned cone and not from the formula


def scanned_cone(L, b, gamma, r):
    h, a = build_molecule(L, b, gamma)
    return 2 * scanned_half_angle(h, r, a, coarse)


sweep_L = [scanned_cone(x, b, gamma, r) for x in np.linspace(2.0, 2.6, 7)]
sweep_g = [scanned_cone(L, b, np.radians(x), r) for x in np.linspace(90, 110, 6)]
sweep_r = [scanned_cone(L, b, gamma, x) for x in np.linspace(1.0, 1.3, 6)]
assert np.all(np.diff(sweep_L) < 0)
assert np.all(np.diff(sweep_g) > 0)
assert np.all(np.diff(sweep_r) > 0)

# Share of the cone's solid angle covered by hydrogen spheres
half = cone / 2
n = 200000
theta = (np.arange(n) + 0.5) * half / n
arg = (np.cos(beta) - np.cos(theta) * np.cos(theta_h)) / (
    np.sin(theta) * np.sin(theta_h))
width = np.minimum(np.arccos(np.clip(arg, -1, 1)), np.pi / 3)
covered = np.sum(np.sin(theta) * width / (np.pi / 3)) * half / n
covered /= 1 - np.cos(half)

# Same share by casting evenly spread rays from M through the cone
m = 300000
k = np.arange(m)
cos_t = 1 - (k + 0.5) / m * (1 - np.cos(half))
sin_t = np.sqrt(1 - cos_t**2)
phi = k * np.pi * (3 - np.sqrt(5))
rays = (cos_t[:, None] * axis + (sin_t * np.cos(phi))[:, None] * side1
        + (sin_t * np.sin(phi))[:, None] * side2)
hit = np.zeros(m, dtype=bool)
for h in hydrogens:
    along = rays @ h
    hit |= (along > 0) & (h @ h - along**2 < r**2)
assert abs(hit.mean() - covered) < 2e-3

# Phosphorus sphere, left out of the definition (rough radius)
r_p = 1.8
cone_p = 2 * np.arcsin(r_p / L)
cone_p_scan = 2 * scanned_half_angle([L * axis], r_p, axis, fine)
assert abs(deg(cone_p_scan - cone_p)) < 2e-3
assert cone_p > cone
r_p_fit = L * np.sin(half)

solid = 2 * np.pi * (1 - np.cos(half))

print(f"M-P distance L = {L:.2f} angstrom")
print(f"P-H distance b = {b:.2f} angstrom")
print(f"H-P-H angle gamma = {deg(gamma):.1f} deg")
print(f"hydrogen radius r = {r:.2f} angstrom")
print(f"sin(gamma/2) = {np.sin(gamma / 2):.4f}")
print(f"sin(alpha) = {np.sin(alpha):.4f}")
print(f"cos(alpha) = {np.cos(alpha):.4f}")
print(f"bond tilt alpha = {deg(alpha):.2f} deg")
print(f"M-P-H angle = {180 - deg(alpha):.2f} deg")
print(f"H distance from axis rho = {rho:.4f} angstrom")
print(f"H height above M z = {z:.4f} angstrom")
print(f"M-H distance d = {d:.4f} angstrom")
print(f"rho/z = {rho / z:.4f}")
print(f"r/d = {r / d:.4f}")
print(f"direction of H nucleus theta_H = {deg(theta_h):.2f} deg")
print(f"angular radius of H sphere beta = {deg(beta):.2f} deg")
print(f"half-angle of cone = {deg(half):.2f} deg")
print(f"CONE ANGLE, formula = {deg(cone):.2f} deg = {cone:.3f} rad")
print(f"cone angle, surface scan = {deg(cone_scan):.2f} deg")
print(f"cone angle, best axis by search = {deg(2 * search.fun):.1f} deg")
print(f"without hydrogen radius, 2 theta_H = {deg(2 * theta_h):.2f} deg")
cases = [("M-P 2.18 angstrom", (2.18, b, gamma, r)),
         ("M-P 2.38 angstrom", (2.38, b, gamma, r)),
         ("P-H 1.40 angstrom", (L, 1.40, gamma, r)),
         ("H-P-H 100 deg", (L, b, np.radians(100), r)),
         ("hydrogen radius 1.10 angstrom", (L, b, gamma, 1.10))]
for label, values in cases:
    new = cone_parts(*values)[-1]
    assert abs(deg(new - scanned_cone(*values))) < 0.05
    print(f"{label}: cone {deg(new):.1f} deg, change {deg(new - cone):+.1f} deg")
print(f"solid angle of cone = {solid:.3f} sr")
print(f"cone share of full sphere = {100 * solid / (4 * np.pi):.1f} %")
print(f"share of cone covered by H spheres = {100 * covered:.1f} %")
print(f"same share by ray casting = {100 * hit.mean():.1f} %")
print(f"rough phosphorus radius = {r_p:.1f} angstrom")
print(f"cone of phosphorus sphere alone = {deg(cone_p):.0f} deg")
print(f"largest P radius inside the H cone = {r_p_fit:.2f} angstrom")
print("no test failed")
```

Printed output:

```
M-P distance L = 2.28 angstrom
P-H distance b = 1.42 angstrom
H-P-H angle gamma = 93.3 deg
hydrogen radius r = 1.20 angstrom
sin(gamma/2) = 0.7272
sin(alpha) = 0.8397
cos(alpha) = 0.5431
bond tilt alpha = 57.11 deg
M-P-H angle = 122.89 deg
H distance from axis rho = 1.1923 angstrom
H height above M z = 3.0512 angstrom
M-H distance d = 3.2759 angstrom
rho/z = 0.3908
r/d = 0.3663
direction of H nucleus theta_H = 21.34 deg
angular radius of H sphere beta = 21.49 deg
half-angle of cone = 42.83 deg
CONE ANGLE, formula = 85.67 deg = 1.495 rad
cone angle, surface scan = 85.67 deg
cone angle, best axis by search = 85.7 deg
without hydrogen radius, 2 theta_H = 42.69 deg
M-P 2.18 angstrom: cone 88.3 deg, change +2.6 deg
M-P 2.38 angstrom: cone 83.2 deg, change -2.5 deg
P-H 1.40 angstrom: cone 85.5 deg, change -0.2 deg
H-P-H 100 deg: cone 90.3 deg, change +4.6 deg
hydrogen radius 1.10 angstrom: cone 81.9 deg, change -3.7 deg
solid angle of cone = 1.675 sr
cone share of full sphere = 13.3 %
share of cone covered by H spheres = 73.0 %
same share by ray casting = 73.0 %
rough phosphorus radius = 1.8 angstrom
cone of phosphorus sphere alone = 104 deg
largest P radius inside the H cone = 1.55 angstrom
no test failed
```
